# Persistent photoconductivity with a recombination barrier that rises during decay, part 2

An amorphous-oxide semiconductor film of thickness $d$ and permittivity $\varepsilon$ has an electron channel at its front face, next to the gate insulator. The back face carries $N_A$ fixed negative elementary charges $q$ per area and $N$ trapped holes per area. The light goes off at $t=0$, when $N=N_0<N_A$. Channel electrons then cross the film and recombine with the holes. The channel holds $N_d+N$ electrons per area, and the photoconductance per square is $q\mu N$, with mobility $\mu$.

The model assumes fixed gate charge, smooth charge sheets, Boltzmann statistics, constant $\mu$ and no thermal release of holes. With

$$x=\frac{N}{N_0},\qquad b=\frac{N_A}{N_0}>1,\qquad \delta=\frac{N_d}{N_0},$$

the barrier is close to $\Delta(b-x)$, where $\Delta=q^2N_0d/\varepsilon$. With $\beta=\Delta/kT$, the decay obeys

$$\frac{dx}{dt}=-r\,g(x)\,e^{-\beta(1-x)},\qquad g(x)=C\,\frac{x(b-x)^2(\delta+x)}{2b+\delta-x}.$$

The constant $C$ makes $g(1)=1$. The initial capture rate per hole is $r=\sigma_cv\,n_b(x=1)$, with capture cross-section $\sigma_c$, thermal speed $v$ and back-face electron density $n_b$. Part (b) gave a formula for $n_b$ and tested it by solving the differential equations for the electron's potential energy and the field numerically.

Part (e) found the time and the logarithmic slope $S=-dx/d\ln t$:

$$rt=\int_x^1\frac{e^{\beta(1-u)}}{g(u)}\,du,$$

$$S(x)=\int_x^1e^{-\beta(u-x)}\,\frac{g(x)}{g(u)}\,du.$$

The integral for $S$ is close to $1/\beta$ if $g$ changes little over a distance of order $1/\beta$ and the upper limit lies many such distances away. The slope per decade is $S\ln10$.

Setting $g=1$ gives the simple logarithm, with onset time $1/(\beta r)$:

$$x=1-\frac1\beta\ln(1+\beta rt).$$

The example has $d=50$ nm, $\varepsilon=10\,\varepsilon_0$, $T=300$ K ($kT=0.02585$ eV), $N_0=4.0\times10^{11}$, $N_A=9.0\times10^{11}$ and $N_d=2.0\times10^{11}$ cm$^{-2}$. Hence $b=2.25$, $\delta=0.50$, $\beta=14.0$ and the leading slope $\ln10/\beta$ is $16.4\%$ per decade. Also $\mu=10$ cm$^2$/Vs, $\sigma_c=1.0\times10^{-17}$ cm$^2$, $r=6.1$ s$^{-1}$ and $1/r=0.164$ s.

**(f) Make the last statement precise by finding a lower and an upper bound on $S$.**

*Solution.* The logarithm of $g$ is a sum of simple terms. Let $\kappa$ be its derivative:

$$\kappa(x)=\frac{d\ln g}{dx}=\frac1x-\frac{2}{b-x}+\frac1{\delta+x}+\frac1{2b+\delta-x}.$$

A second differentiation gives

$$\frac{d\kappa}{dx}=-\frac1{x^2}-\frac2{(b-x)^2}-\frac1{(\delta+x)^2}+\frac1{(2b+\delta-x)^2}.$$

The last term is the only positive one. Because $2b+\delta-x>b-x>0$, it is smaller than the magnitude of the second term. The derivative is therefore negative and $\ln g$ is concave.

A concave function lies below its tangents. For $u\ge x$ this means $\ln g(u)\le\ln g(x)+\kappa(x)(u-x)$, or

$$\frac{g(x)}{g(u)}\ge e^{-\kappa(x)(u-x)}.$$

A concave function also lies above its chords. The chord from $x$ to 1, where $\ln g=0$, has slope

$$m(x)=\frac{0-\ln g(x)}{1-x},$$

and therefore $g(x)/g(u)\le e^{-m(x)(u-x)}$ for $x\le u\le1$. Put both inequalities into the integral for $S$ and integrate over $s=u-x$ from 0 to $1-x$:

$$\frac{1-e^{-(\beta+\kappa)(1-x)}}{\beta+\kappa}\le S\le\frac{1-e^{-(\beta+m)(1-x)}}{\beta+m}.$$

If a denominator vanishes, the corresponding expression is replaced by its limit $1-x$.

The slope is thus close to $1/\beta$ when three conditions hold: $\beta(1-x)\gg1$, $|\kappa|\ll\beta$ and $|m|\ll\beta$. The first says that the onset is over. For small $x$ the largest term in $\kappa$ is $1/x$, so the second condition requires $\beta x\gg1$. Both ends can be avoided together when $\beta$ is large, that is, when the total rise of the barrier is many times $kT$.

In the example $\kappa(1)=1-1.6+0.667+0.25=0.32$. Since $\kappa$ decreases with $x$, it is positive throughout the decay. Then $g$ increases with $x$, so $g<1$ for $x<1$ and $m>0$. The upper bound shows that $S<1/\beta$. The changing prefactor makes the decay somewhat flatter than the leading estimate.

**(g) How does the decay end, and how long is the logarithmic window?**

*Solution.* When $\beta x\ll1$ the exponential has settled at $e^{-\beta}$. If also $x\ll\delta$, the channel holds nearly its dark number of electrons. Since $b>1$, the remaining factors of $g$ have then settled too, and $g\simeq g'(0)\,x$ with

$$g'(0)=\frac{b^2\delta}{2b+\delta}\,\frac{2b+\delta-1}{(b-1)^2(1+\delta)}.$$

The rate equation becomes

$$\frac{dx}{dt}=-\lambda x,\qquad\lambda=r\,g'(0)\,e^{-\beta}.$$

The last holes therefore decay exponentially over the full dark barrier. For the example

$$g'(0)=\frac{5.0625\times0.5}{5}\times\frac{4}{1.5625\times1.5}=0.864,$$

and $1/\lambda=0.1642\,e^{13.999}/0.864$ s $=2.3\times10^5$ s, or about 2.6 days. As a test, the mean decay rate between $5/\lambda$ and $7/\lambda$ was taken from a numerical solution in time. It was $1.002\,\lambda$.

The exponential end needs dark electrons. If $\delta=0$, then $g$ is proportional to $x^2$ at small $x$. The equation $dx/dt=-Ax^2$, with $A$ constant, gives $1/x=At+\text{constant}$, so the tail falls as $1/t$ instead.

The time from onset to final lifetime spans

$$\log_{10}\frac{1/\lambda}{1/(\beta r)}=\frac{\beta}{\ln10}+\log_{10}\frac{\beta}{g'(0)}=6.1+1.2=7.3$$

decades in the example. The nearly straight part is shorter, because the trace bends at both ends.

**(h) Evaluate the decay for the example. How good is the logarithmic law?**

*Solution.* The rate equation was integrated in time, with back-face densities taken from the numerical solution described in part (b) and not from the formula. The slopes and their bounds, in percent of the initial photoconductance per decade, are:

| $x$ | $t$ (s) | slope | lower | upper |
|---|---|---|---|---|
| 0.9 | 0.037 | 12.2 | 12.1 | 12.2 |
| 0.7 | 0.90 | 15.2 | 15.0 | 15.4 |
| 0.5 | 20 | 14.6 | 14.3 | 15.3 |
| 0.3 | 520 | 13.4 | 13.0 | 14.8 |
| 0.2 | 3090 | 12.4 | 11.7 | 14.4 |

Tests confirmed that each slope lies between its bounds and that each time agrees with the integral of part (e) to within one part in $10^4$.

The bounds explain the pattern. At $x=0.9$ the onset is incomplete: $1-e^{-0.1\beta}=0.75$, which lowers $16.4\%$ to about $12.4\%$, and the small positive $\kappa$ and $m$ lower it a little more. At $x=0.5$ the onset no longer matters, but

$$\kappa=2-1.143+1+0.222=2.08,$$

so the lower bound is $230.3\%/(14.0+2.08)=14.3\%$ per decade. At $x=0.2$ the term $1/x=5$ dominates $\kappa$, and the slope falls further.

Between $x=0.8$ and $x=0.2$ the decay takes from $0.195$ s to $3090$ s, which is $4.2$ decades. The mean slope there is $60\%/4.2=14.3\%$ per decade, $13\%$ below the leading value of $16.4\%$. Drawn against $\ln t$, the trace departs from the straight line between its end points by at most $0.015$ of the initial photoconductance. On a plot it would look straight, although its local slope drifts from point to point.

The simple logarithm with $g=1$ has too steep a slope. The slope errors add up in $x$, so it drifts further and further below the full solution:

| $t$ (s) | full $x$ | simple $x$ |
|---|---|---|
| 0.1 | 0.842 | 0.839 |
| 10 | 0.543 | 0.518 |
| 1000 | 0.262 | 0.189 |
| $10^4$ | 0.139 | 0.025 |
| $10^5$ | 0.041 | −0.140 |

After $1000$ s it is too low by $0.07$, and by $10^5$ s it has become meaningless. The initial photoconductance is $0.64$ µS per square, so the mean slope corresponds to a loss of about $0.09$ µS per square per decade.

**(i) Show that the rising barrier, and not the prefactor $g$, causes the long decay. What does a change of temperature do?**

*Solution.* Freeze the barrier at its initial height and keep the same $g$. The equation is then $dx/dt=-rg(x)$, with solution $rt=\int_x^1du/g(u)$. The fall from $x=0.8$ to $x=0.2$ now covers $0.84$ decades instead of $4.2$. Everything except the exponential factor is the same in the two cases, so the extra decades come from the rise of the barrier.

For temperature, keep $x$, the charges and the film fixed. The leading slope $kT/\Delta$ is proportional to $T$, which would give a ratio of $1.10$ between 330 K and 300 K. The integral for $S$ gives $1.089$ at $x=0.5$. The ratio is smaller because $\beta$ falls with temperature while $g$, which contains only ratios of charges, does not change. The time scale $1/r$ shifts much more strongly, since $n_b$ contains the initial barrier in an exponential.

**(j) Which neglected effects matter most, and how does the example compare with a real device?**

*Solution.* One sizeable correction to the slope comes from treating the back charges as smooth sheets. Real charges are discrete, and if they sit at random they make the potential energy at the back vary from place to place. Take the variance as $s^2=J(N_A+N)$, where $J$ is the contribution per unit density of charges. For a Gaussian distribution, the average of the Boltzmann factor is

$$\left\langle e^{-V/kT}\right\rangle=e^{s^2/2(kT)^2},$$

where $V$ is the deviation from the mean energy. This average over the whole back face describes the initial rate, when the holes still sample all places alike. It does not describe the later decay, because each hole stays where it is. Holes at places of low energy are captured first, and those that remain face higher barriers than the average. This selection stretches the decay over more decades.

With a short-distance cutoff of 3 nm, an outer medium of relative permittivity 4 and the channel treated as a conducting plane, the rms variation at $x=1$ is $0.083$ eV, or $3.2\,kT$, when all image charges are kept. A single image with the mean permittivity gives $0.087$ eV. The value depends on the cutoff: it is $0.091$ eV for 2 nm and $0.073$ eV for 5 nm. The Gaussian average would multiply the initial rate by about $e^{5.2}$, a factor of roughly 170, and by $e^{6.1}$ or $e^{4.0}$ for those other cutoffs. It is governed by rare low-energy places, so it gives a size and no more, and the fast start ends once the holes there are gone. Over the whole decay the exponent $s^2/2(kT)^2$ drops by about $1.6$, but adding this number to $\beta$ would miss the selection among the holes. The spread is not negligible beside the barrier rise of $14\,kT$. The slopes in part (h) therefore hold for smooth charge sheets, and once the onset is over they are too high for randomly placed charges.

A second effect concerns the conversion from charge to conductance. If the mobility grows as the power $0.3$ of the channel density, an illustrative choice, the conductance is proportional to $(N_d+N)^{1.3}$. Its change per hole is then $20\%$ smaller at $x=0.2$ than at $x=1$, and a trace of conductance flattens by that additional amount.

The following effects change the slope less in this example.

- The front density is $3.4\times10^{18}$ cm$^{-3}$ and the effective density of states is $5.0\times10^{18}$ cm$^{-3}$, so the channel is not strongly dilute. Fermi–Dirac statistics nevertheless shift $\ln n_b$ by just $0.07$ at $x=1$ and $0.06$ at $x=0.2$.
- In a triangular-well estimate the lowest quantized channel level lies at $0.067$ eV at $x=1$. It rises by $0.34\,kT$ between $x=1$ and $x=0.2$, against a barrier rise of $0.8\times14.0=11.2\,kT$. The level lies about $3\,kT$ above the band edge, so the classical channel profile is not accurate. A self-consistent Schrödinger–Poisson solution with a hard wall at the front puts the level at $0.076$ eV, rising by $0.12\,kT$. It raises $\ln n_b$ by $0.63$ at $x=1$ and by $1.02$ at $x=0.2$. The initial $n_b$ and $r$ are then about $1.9$ times larger, while the slopes between $x=0.7$ and $x=0.2$ rise by only about $3\%$ of their values.
- Thermally assisted tunnelling through the top of the barrier adds $0.04$ to the exponent of the rate at $x=1$ and $0.14$ at $x=0$.
- With a 100 nm silicon-dioxide gate insulator held at fixed voltage, the gate charge would drift by about $1\%$ of $N_0$. The insulator field is $0.51$ MV/cm, far below its breakdown field of roughly 10 MV/cm.

Indium-gallium-zinc-oxide transistors can have films a few tens of nanometres thick and mobilities of roughly 10 cm$^2$/Vs, and their photoconductivity can persist for hours or days. The example lies in this regime, but the cross-section was chosen to place the decay there, so the time scale is not a prediction. Slow relaxation of ionized oxygen vacancies is another proposed cause of the persistence, and the model does not decide between the two. The model also counts every channel electron as free, whereas band-tail states in an amorphous oxide can hold part of so small a channel charge. The slope also depends on the permittivity. A relative permittivity of 16 with the same charges would reduce $\beta$ to $8.7$ and raise the leading slope to $26\%$ per decade. Real films also trap holes at various depths. The loss of a hole at distance $z_h$ from the channel raises the mean barrier at that depth and behind it by an amount proportional to $z_h$, not $d$. At places nearer the channel the rise is smaller. If all the holes sat halfway through the film, $\Delta$ would therefore halve and the leading slope would double. The numerical output lists the remaining values.

## Table of computed values

```
Temperature 300 K; kT = 0.02585 eV
Film thickness 50 nm; relative permittivity 10
N0, NA, Nd = 4.0e+11, 9.0e+11, 2.0e+11 cm^-2
b = NA/N0 = 2.25; delta = Nd/N0 = 0.50
Effective mass 0.34 m_e; v = 1.845e+07 cm/s
Capture cross-section 1.0e-17 cm^2
Mobility 10 cm2/Vs
Front field 0.1990 MV/cm
Back field, x=1 and x=0: 0.0905, 0.1629 MV/cm
Barrier, x=1 and x=0: 0.4524, 0.8143 eV
Barrier rise Delta = 0.3619 eV; beta = 13.999
Back-face density at x=1: 3.300e+10 cm^-3
Largest relative error of density formula: 3.2e-07
Initial rate r = 6.0889 1/s; 1/r = 0.1642 s
Onset time 1/(beta r) = 0.01173 s
g'(0) = 0.8640; final lifetime = 2.284e+05 s
Late rate, solution/formula = 1.0017
Initial sheet photoconductance 0.6409 uS
Leading slope ln10/beta = 16.45 % per decade
x, time (s), slope, lower bound, upper bound (% per decade):
  0.9  3.677e-02  12.151  12.115  12.178
  0.7  9.005e-01  15.170  14.987  15.435
  0.5  1.964e+01  14.592  14.316  15.255
  0.3  5.203e+02  13.414  12.958  14.782
  0.2  3.086e+03  12.385  11.712  14.432
time (s), x from full decay, x from simple logarithm:
  1.0e-01  0.8423  0.8390
  1.0e+00  0.6931  0.6816
  1.0e+01  0.5431  0.5179
  1.0e+02  0.3986  0.3535
  1.0e+03  0.2624  0.1890
  1.0e+04  0.1392  0.0245
  1.0e+05  0.0409  -0.1400
Times at x=0.8 and x=0.2: 1.954e-01, 3.086e+03 s
Decades from x=0.8 to 0.2, rising barrier: 4.20
Decades from x=0.8 to 0.2, frozen barrier: 0.84
Largest departure from straight line in ln t: 0.0145 of N0
Slope ratio 330 K / 300 K at x=0.5: 1.0891
Front density 3.36e+18, Nc 4.97e+18 cm^-3 (x=1)
Degeneracy: shift of ln nb at x=1, 0.2: 0.071, 0.055
Channel ground level at x=1: 0.0670 eV
  its change from x=1 to 0.2: 0.335 kT
Tunnelling gain in ln rate, x=1, 0: 0.044, 0.143
Discrete charges (cutoff 3 nm, outer permittivity 4): rms 0.087 eV
  added to beta, Gaussian estimate: 1.73
Mobility ~ density^0.3: dG/dN at x=0.2 over x=1: 0.796
Gate oxide 100 nm: field 0.510 MV/cm
Gate-charge drift during decay: 1.22 % of N0
Capture flux / drift supply flux at x=1: 8.2e-05
```
